# Melting-Point Shift of Silicon Stressed Parallel to Its Melt Interface

## Problem

A silicon crystal is in equilibrium with its melt across a flat interface at rest. The melt pressure $p$ is held fixed. A uniaxial stress $\sigma$ of magnitude 10 MPa is now applied to the crystal, parallel to the interface. The interface carries no traction other than the melt pressure, which is the sense in which it is stress-free.

1. By how much does the equilibrium temperature change, and does the answer differ between tension and compression?
2. How does it depend on whether the stress lies along [100], [110] or [111]?
3. Which other effects in a real melt are as large?

Rough typical values near the melting point are: $T_m=1685$ K, latent heat 50.2 kJ/mol, molar mass 28.0855 g/mol, densities $\rho_s=2.30$ g/cm³ (solid) and $\rho_l=2.55$ g/cm³ (melt), and elastic constants $c_{11}=150$, $c_{12}=58$, $c_{44}=72$ GPa. The latent heat per mass is then $L=1.787\times10^6$ J/kg. Tension is counted positive, and $\sigma$ is measured from the hydrostatic state in which every normal stress equals $-p$.

## A tempting solution

When both phases are under a common pressure, their chemical potentials per mass change by $d\mu=-s\,dT+v\,dp$, where $s$ is the entropy and $v$ the volume per mass. Equilibrium requires equal changes, so

$$(s_l-s_s)\,dT=(v_l-v_s)\,dp .$$

With $s_l-s_s=L/T_m$ and $v=1/\rho$,

$$\frac{dT}{dp}=\frac{T_m}{L}\left(\frac1{\rho_l}-\frac1{\rho_s}\right)=-40.2\ \text{K/GPa}.$$

The slope is negative because silicon contracts on melting. A uniaxial compression of 10 MPa has a mean pressure of one third of that, 3.33 MPa. The melting point would therefore fall by

$$40.2\ \text{K/GPa}\times 0.00333\ \text{GPa}=0.134\ \text{K},$$

and a tension would raise it by the same amount.

## Where it fails

The slope is correct for a pressure that acts on both phases and across the interface. Its term $v_l\,dp$ is the rise of the melt's chemical potential when the pressure on the melt rises, but here the melt pressure does not change. Its term $v_s\,dp$ contains the work done against the pressure on the interface when solid is added there, and the traction on the interface does not change either. The mean stress in the solid is not the pressure that enters either term.

What the lateral stress does change is the energy of the solid itself. Counted together with the work against the melt pressure, this energy has its minimum in the hydrostatic state, so it grows with the square of the added stress. We now derive this result with the melt pressure included.

## Right solution

**Elastic energy.** At fixed temperature the strain along the stress is $\sigma/E$, with $E$ the isothermal Young modulus in that direction. The work of loading per volume is

$$w=\int_0^{\sigma}\sigma'\,\frac{d\sigma'}{E}=\frac{\sigma^2}{2E}.$$

**The sign of its effect.** Under a dead load one might count the energy of the load as well and obtain $w-\sigma\varepsilon=w-2w=-w$ per volume. This seems to say that stress stabilizes the solid. The relevant quantity, however, is the cost of adding a layer.

Let the crystal be a slab of length $\ell$, width $b$ and thickness $h$, held by a device with potential energy $\Phi(\varepsilon)$. The melt pressure is left out for the moment. The total energy is

$$\Pi(h)=\min_\varepsilon\left[\ell b h\,\tfrac12E\varepsilon^2+\Phi(\varepsilon)\right].$$

A new layer crystallizes in registry with the strained lattice and so carries its strain. Differentiation gives

$$\frac{d\Pi}{dh}=\ell b\,\tfrac12E\varepsilon^2+\left[\ell b h E\varepsilon+\Phi'(\varepsilon)\right]\frac{d\varepsilon}{dh}=\ell b\,w,$$

because the square bracket vanishes at the minimum. The cost per added volume is $+w$ for any such device.

The dead load shows how this agrees with the negative total. With force $F$, $\Phi=-F\ell\varepsilon$ and $\varepsilon=F/(Ebh)$, so

$$\Pi=\frac{F^2\ell}{2Ebh}-\frac{F^2\ell}{Ebh}=-\frac{F^2\ell}{2Ebh},\qquad
\frac{d\Pi}{dh}=+\frac{F^2\ell}{2Ebh^2}=+\ell b\,\frac{\sigma^2}{2E},$$

where $\sigma=F/(bh)$. The total is negative, but it becomes less negative as the slab thickens: a thicker slab stretches less, and the load is raised again. For [100] the total is $-425$ J/m³ while an added layer costs $+425$ J/m³.

**The interface condition.** Now restore the melt pressure. Turning a mass $dm$ of melt into solid at fixed lateral strain changes the energy by $(f_s+pv_s-\mu_l)\,dm$, where $f_s$ is the Helmholtz energy of the solid per mass. Equilibrium requires

$$f_s+p\,v_s=\mu_l .$$

Let $f_0(T)$ be the value of $f_s$ at zero stress, $u$ the elastic energy per unstressed volume, and $\mathrm{tr}\,\varepsilon$ the relative volume change. Then

$$f_s+pv_s=f_0(T)+\frac{1}{\rho_s}\left[u+p\,(1+\mathrm{tr}\,\varepsilon)\right].$$

Split the stress into a hydrostatic part $\sigma^{p}_{ij}=-p\,\delta_{ij}$ and the added part $\sigma^{a}_{ij}$, with strains $\varepsilon^{p}$ and $\varepsilon^{a}$. In linear elasticity, with repeated indices summed,

$$u=\tfrac12\sigma^p_{ij}\varepsilon^p_{ij}+\tfrac12\sigma^a_{ij}\varepsilon^a_{ij}+\tfrac12\left(\sigma^p_{ij}\varepsilon^a_{ij}+\sigma^a_{ij}\varepsilon^p_{ij}\right).$$

The two mixed terms are equal because the compliance tensor is symmetric, so together they give $\sigma^p_{ij}\varepsilon^a_{ij}=-p\,\mathrm{tr}\,\varepsilon^a$. The pressure-volume term contains $+p\,\mathrm{tr}\,\varepsilon^a$, and the two cancel. The term linear in the lateral stress is gone, and what the added stress leaves is $\tfrac12\sigma^a_{ij}\varepsilon^a_{ij}=w$:

$$f_s+pv_s=g_s(T,p)+\frac{w}{\rho_s},$$

where $g_s$ is the Gibbs energy per mass of the crystal under the pressure $p$ alone.

**The temperature.** Let $T_m$ be the melting point at this $p$ without added stress, so that $\mu_l=g_s$ there. Since $\partial(\mu_l-g_s)/\partial T=-(s_l-s_s)=-L/T_m$, to first order

$$\mu_l-g_s=\frac{L\,(T_m-T)}{T_m}.$$

Setting this equal to $w/\rho_s$ gives the lowering $\Delta T=T_m-T$:

$$\boxed{\Delta T=\frac{T_m\,w}{\rho_sL}=\frac{T_m\,\sigma^2}{2E\rho_sL}}$$

In linear elasticity, tension and compression lower the melting point equally, and twice the stress gives four times the effect. At 10 MPa, finite-strain corrections estimated with room-temperature third-order elastic constants change this by less than 0.1%. The interface condition, with a linear elastic solid, an incompressible melt and no thermal expansion, was also solved numerically for both signs of stress, the three directions, melt pressures of 0, 0.1 and 10 MPa, and a heat-capacity difference (melt minus solid) of $-50$ J/(kg K). The shifts agree with the formula within one part in $10^4$. Thermal expansion of the melt, of order $10^{-4}$ K⁻¹, changes the entropy of melting by about $3\times10^{-4}$ at 10 MPa, so at such a pressure $T_m$ and $L$ must be taken at $p$.

## Numbers for the three directions

For stress along [100], the lateral normal stresses vanish: $0=c_{12}\varepsilon_1+(c_{11}+c_{12})\varepsilon_2$. Inserting $\varepsilon_2=-c_{12}\varepsilon_1/(c_{11}+c_{12})$ into $\sigma=c_{11}\varepsilon_1+2c_{12}\varepsilon_2$ gives

$$E_{100}=c_{11}-\frac{2c_{12}^2}{c_{11}+c_{12}}=150-\frac{2\times58^2}{208}=117.7\ \text{GPa}.$$

Hence

$$w=\frac{(10^7)^2}{2\times117.7\times10^9}=425\ \text{J/m}^3,\qquad
\Delta T=\frac{1685\times425}{4.111\times10^9}=1.74\times10^{-4}\ \text{K}=0.17\ \text{mK},$$

where $4.111\times10^9$ J/m³ is $\rho_sL$.

For another direction $n$, the stress components are $\sigma n_in_j$. In terms of the compliances $s_{11}$, $s_{12}$, $s_{44}$, and with $q=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2$,

$$\frac1E=\frac{2w}{\sigma^2}=s_{11}\sum_i n_i^4+(2s_{12}+s_{44})\,q .$$

Squaring $\sum_i n_i^2=1$ gives $\sum_i n_i^4=1-2q$, so

$$\frac1E=s_{11}-2\left(s_{11}-s_{12}-\tfrac12s_{44}\right)q .$$

From the [100] solution, $s_{11}=1/E_{100}$ and $s_{12}=\varepsilon_2/\sigma=-s_{11}c_{12}/(c_{11}+c_{12})$; for shear, $s_{44}=1/c_{44}$. With $q=1/4$ for [110] and $q=1/3$ for [111], the results are:

| Stress along | $E$ (GPa) | $w$ (J/m³) | $\Delta T$ (mK) |
|---|---|---|---|
| [100] | 118 | 425 | 0.17 |
| [110] | 153 | 327 | 0.13 |
| [111] | 170 | 294 | 0.12 |

The lowering is thus about 0.1 mK as an order of magnitude. It is small because the elastic energy, $5.4\times10^{-8}$ eV per atom for [100], is compared with a latent heat of 0.52 eV per atom. Their ratio, $1.03\times10^{-7}$, is $\Delta T/T_m$. The tempting solution was too large by a factor of 769 for [100], and it gave tension the wrong sign.

**Equal biaxial stress.** The derivation used the absence of added traction on the interface, not the uniaxial form of the stress. For equal stresses $\sigma$ along both cube axes of a (001) interface, zero added normal stress gives $\varepsilon_3=-2c_{12}\varepsilon/c_{11}$. Then $\sigma=M\varepsilon$ with $M=c_{11}+c_{12}-2c_{12}^2/c_{11}$. Two stresses do work, so $w=2\times\tfrac12\sigma\varepsilon=\sigma^2/M=613$ J/m³, and the lowering is 0.25 mK.

## Effects of the same size

The comparisons below use the [100] value.

**Pressure.** A rise of the melt pressure by $1.74\times10^{-4}\ \text{K}/(4.02\times10^{-8}\ \text{K/Pa})$, or 32.5 Torr, lowers the melting point equally. So does the weight of 17 cm of melt.

**Curvature.** Adding a volume $dV$ to a solid sphere of radius $r$ creates an area $2\,dV/r$. With a rough interface energy $\gamma=0.40$ J/m², the cost $2\gamma/r$ per volume equals $w$ at $r=2\gamma/w=0.80/425$ m $=1.9$ mm.

**Dopant.** A small atomic fraction $x$ in the melt lowers the chemical potential of silicon there by $RTx$ per mole, in an ideal dilute solution. In the solid the lowering is $RTkx$, with $k$ the segregation coefficient. Balancing the difference against the molar latent heat $L_m$, $L_m\Delta T/T_m=RT_m(1-k)x$, gives

$$\Delta T=\frac{RT_m^2(1-k)x}{L_m}.$$

For $10^{17}$ cm⁻³ of phosphorus in the melt, $x=1.83\times10^{-6}$; with $k=0.35$ the lowering is 0.56 mK, three times the stress effect. Oxygen from a silica crucible, at roughly $10^{18}$ cm⁻³, can matter more: with $k=0.5$ the formula gives 4.3 mK. Its segregation coefficient is uncertain, however, and the shift vanishes at $k=1$ and changes sign above it.

**Temperature gradient.** In a gradient of 3 K/mm, a rough value for crystal pulling, the stress moves the interface by $0.174\ \text{mK}/(3\ \text{K/mm})=58$ nm toward the colder crystal. The gradient also keeps the interface flat: at uniform temperature, a flat interface under this stress would be unstable to ripples a few millimetres long.

## Can hot silicon hold this stress?

The assumption most open to doubt is purely elastic loading. Near its melting point, silicon that contains mobile dislocations is expected, from dislocation kinetics extrapolated to that temperature, to yield at a resolved stress of a few MPa when it is strained fast and at tenths of a MPa or less when it is strained slowly, so 10 MPa is high for such a crystal; a dislocation-free one can hold more. For a [100] load the largest resolved shear stress on the {111}⟨110⟩ slip systems is $\tau=\sigma/\sqrt6=4.1$ MPa. If flow relaxes the stress to half, the elastic part of the shift falls to a quarter.

Dislocations also store energy. Relaxation to half the stress in fixed grips frees only $\tfrac34w=319$ J/m³, which bounds what they can store in that case. More can accumulate if the load is held and the crystal flows until work hardening supports the full resolved stress. For that case a Taylor estimate, $\tau=\alpha Gb_d\sqrt{\rho_d}$, with rough values $\alpha=0.3$, shear modulus $G=55$ GPa and Burgers vector $b_d=0.384$ nm, gives a density $\rho_d=4\times10^7$ cm⁻². A screw dislocation has shear strain $b_d/(2\pi r)$ at distance $r$. Its energy per length outside the core is

$$\int_{b_d}^{R}\frac G2\left(\frac{b_d}{2\pi r}\right)^2 2\pi r\,dr=\frac{Gb_d^2}{4\pi}\ln\frac{R}{b_d},\qquad R=\rho_d^{-1/2}.$$

Multiplied by $\rho_d$ this is about 2.2 kJ/m³. If each newly frozen layer inherits the same density, the melting point falls by a further 0.9 mK or so, about five times the elastic effect. This is an order-of-magnitude estimate: taking $\alpha$ between 0.2 and 0.5 moves the factor between 11 and 2, and recovery, which removes dislocations at this temperature, is ignored. The density also requires a plastic strain well above the elastic one, since the load must supply the stored energy and most plastic work becomes heat. Under a sustained load, then, plastic flow can matter more than the elastic energy calculated here. The numerical output lists the values used.

## Table of computed values

```
INPUTS (rough typical values for hot silicon)
stress                         10.0 MPa
melting point                  1685 K
molar mass                     28.0855 g/mol
latent heat                    50.2 kJ/mol
density, solid                 2.30 g/cm3
density, melt                  2.55 g/cm3
c11, c12, c44                  150, 58, 72 GPa
heat capacity, melt - solid    -50 J/(kg K)
MAIN RESULT
latent heat per mass           1.7874e+06 J/kg
latent heat per solid volume   4.1110e+09 J/m3
[100] Young modulus            117.7 GPa
[100] elastic energy           425.0 J/m3
[100] melting-point lowering   0.1742 mK
[110] Young modulus            153.0 GPa
[110] elastic energy           326.8 J/m3
[110] melting-point lowering   0.1340 mK
[111] Young modulus            170.0 GPa
[111] elastic energy           294.1 J/m3
[111] melting-point lowering   0.1206 mK
[100] lowering, main result    1.742e-04 K
[100] strain                   8.500e-05
elastic energy per atom        5.378e-08 eV
latent heat per atom           0.5203 eV
ratio of the two               1.034e-07
LOADING DEVICE
layer cost, dead load          425.0 J/m3
layer cost, stiff spring       425.0 J/m3
slab + dead load, total        -425.0 J/m3
PRESSURE
slope dT/dp                    -40.18 K/GPa
shift, 10 MPa melt pressure    -0.4018 K
mistake: sigma/3 as pressure   0.1339 K
mistake / true lowering        769
NEGLECTED EFFECTS, [100] CASE
temperature gradient           3.0 K/mm
interface displacement         58.1 nm
biaxial (001) energy           612.9 J/m3
biaxial (001) lowering         0.2512 mK
equal-shift pressure change    32.5 Torr
equal-shift melt depth         17.3 cm
interface energy               0.40 J/m2
equal-shift sphere radius      1.88 mm
phosphorus in melt             1.0e+17 cm-3
segregation coefficient        0.35
phosphorus atomic fraction     1.829e-06
phosphorus lowering            0.559 mK
shear modulus                  55 GPa
Burgers vector                 0.384 nm
Taylor coefficient             0.3
largest Schmid factor          0.408
resolved shear stress          4.08 MPa
Taylor dislocation density     4.2e+07 cm-2
dislocation energy             2225 J/m3
dislocation lowering           0.91 mK
```
